\section*{Self-scattering Monte Carlo for a two-valley semiconductor: flight times and energy balance}

\section{An electron that stops emitting in mid-flight}

An electron in a wide-gap semiconductor moves against the force of a strong field. At first its kinetic energy lies just above the optical-phonon energy $\hbar\omega$, so it can emit a phonon. The force slows it, its energy falls below $\hbar\omega$, and emission stops. The electron comes to rest, turns round, gains energy and can emit again. When does it next scatter?

The scattering rate at the start of the flight cannot answer this, because the rate changes while the electron moves. A simulation of high-field transport meets the question at every flight, and a biased answer distorts the drift velocity and the energy given to the lattice. Self-scattering solves it without an integral along the path.

\section{A flight worked by hand}

Take a caricature of the flight. The scattering rate is zero until time $t_0$ and has the constant value $\lambda_0$ afterwards. The probability $S(t)$ that no scattering has happened is 1 up to $t_0$. Later it obeys $dS/dt=-\lambda_0S$, so
\begin{equation}
S(t)=e^{-\lambda_0(t-t_0)},\qquad t>t_0 .
\end{equation}
The mean flight time is $\int_0^\infty S\,dt=t_0+1/\lambda_0$. Using the initial rate, zero, would give an infinite flight.

Now obtain the same law with a clock that knows nothing about $t_0$. Let it ring at random with constant rate $\Gamma=2\lambda_0$. At each ring, look at the electron. Before $t_0$ its rate is zero, so nothing is done. After $t_0$ the ratio $\lambda_0/\Gamma$ is $1/2$, so toss a fair coin: heads means a real scattering, tails means that the electron continues unchanged. If the first ring comes before $t_0$, the second after $t_0$ with tails, and the third with heads, the flight ends at the third ring.

To find the survival law, put $\tau=t-t_0$. The number $n$ of rings in $\tau$ is Poisson distributed, and survival needs $n$ tails:
\begin{align}
S&=\sum_{n=0}^{\infty}e^{-\Gamma\tau}\frac{(\Gamma\tau)^n}{n!}\left(\frac12\right)^n
 =e^{-\Gamma\tau}e^{\Gamma\tau/2}\nonumber\\
&=e^{-\Gamma\tau/2}=e^{-\lambda_0\tau}.
\end{align}
This is the required law. A ring without effect is a self-scattering.

A slow clock fails. With $\Gamma=\lambda_0/2$ the acceptance probability would have to be 2. The best one can do is accept every ring, which gives $S=e^{-\lambda_0\tau/2}$ and doubles the mean wait after $t_0$.

\section{The general flight law}

Let $\lambda(t)$ be the total rate along the path the electron follows if it does not scatter. A self-scattering leaves the path unchanged, so $\lambda(t)$ is a fixed function until the first real event. Assume $\lambda\le\Gamma$ on the whole flight.

Given $n$ rings in $(0,t)$, their unordered times are independent and uniform on that interval. One ring is therefore rejected with probability
\begin{equation}
\frac1t\int_0^t\left[1-\frac{\lambda(s)}{\Gamma}\right]ds
=1-\frac{\Lambda}{\Gamma t},\qquad \Lambda=\int_0^t\lambda(s)\,ds .
\end{equation}
Summing over $n$ as before,
\begin{align}
S(t)&=e^{-\Gamma t}\sum_{n=0}^\infty\frac{(\Gamma t)^n}{n!}
\left(1-\frac{\Lambda}{\Gamma t}\right)^n
=e^{-\Gamma t}e^{\Gamma t-\Lambda}=e^{-\Lambda}. \label{surv}
\end{align}
The clock rate has cancelled. If $\lambda$ exceeds $\Gamma$ somewhere, the acceptance probability saturates at 1 and $\lambda$ in $\Lambda$ is replaced by $\min(\lambda,\Gamma)$: flights become too long.

The clock has no memory: $P(\tau>s+t\,|\,\tau>s)=e^{-\Gamma(s+t)}/e^{-\Gamma s}=e^{-\Gamma t}$. All electrons can therefore be stopped at a common observation time and given fresh waiting times.

\section{Two valleys and their rates}

The model has a lower valley 1 and an upper valley 2, each single, isotropic and parabolic, with masses $m_1,m_2$ and offset $\Delta$. Momentum $\mathbf p$ and kinetic energy $E=p^2/2m$ are measured from the minimum of the occupied valley. The force $f$ on the electron points along $+z$. The gas is nondegenerate, and phonons stay in equilibrium with one optical energy $\hbar\omega$ and occupation $N=1/(e^{\hbar\omega/k_BT}-1)$. Impurities, electron-electron scattering, screening and impact ionization are left out.

Atomic units are awkward here, so energies are in eV, lengths in nm and times in ps. Then $1$ nm/ps is $10^5$ cm/s, and $0.01$ eV/nm corresponds to a field of 100 kV/cm.

Fermi's golden rule needs the density of final states per spin, since the spin is kept:
\begin{equation}
g(E)=\frac{(2m)^{3/2}\sqrt E}{4\pi^2\hbar^3}=\frac{mk}{2\pi^2\hbar^2},\qquad \hbar k=\sqrt{2mE}.
\end{equation}
Let $n=N$ for absorption and $n=N+1$ for emission.

\textbf{Acoustic phonons.} With deformation potential $D_a$, density $\rho$, sound speed $s$ and volume $V$, the squared matrix element is $D_a^2q^2\hbar n_q/(2\rho Vsq)$. For $\hbar sq\ll k_BT$ both occupation factors are about $k_BT/\hbar sq$, so each process gives $D_a^2k_BT/(2c_lV)$ with $c_l=\rho s^2$. Neglecting the small energy change and adding the two,
\begin{equation}
\lambda_{\rm ac}=\frac{2\pi}{\hbar}\frac{D_a^2k_BT}{c_l}\,g(E).
\end{equation}

With the parameters used below, the approximation for the occupation factors makes this rate about 0.7\% too low in valley 1 and 2\% too low in valley 2 at 0.3 eV. The error grows with energy.

\textbf{Intervalley phonons.} With coupling field $D$, the squared matrix element is $\hbar D^2n/(2\rho\omega V)$, independent of direction. Hence
\begin{equation}
\lambda_{\rm iv}=\frac{2\pi}{\hbar}\frac{\hbar^2D^2}{2\rho\hbar\omega}\,n\,g_f(E'),
\end{equation}
where $g_f$ belongs to the final valley. The final energy is $E'=E-\Delta\pm\hbar\omega$ for $1\to2$ and $E+\Delta\pm\hbar\omega$ for $2\to1$, with the upper sign for absorption. A channel with $E'<0$ is closed.

\textbf{Polar optical phonons.} The Fröhlich coupling gives $e^2\hbar\omega\kappa n/(2\varepsilon_0q^2V)$ with $\kappa=1/\varepsilon_\infty-1/\varepsilon_s$. The electron stays in its valley and $E'=E\pm\hbar\omega$. The factor $1/q^2$ must be averaged over the cosine $c$ of the angle between old and new momentum:
\begin{equation}
\frac12\int_{-1}^{1}\frac{dc}{k^2+k'^2-2kk'c}=\frac{1}{2kk'}\ln\frac{k+k'}{|k-k'|}.
\end{equation}
Multiplication by $g(E')=mk'/2\pi^2\hbar^2$ cancels $k'$:
\begin{align}
\lambda_{\rm pop}&=\frac{2\pi}{\hbar}\,\frac{e^2\hbar\omega\kappa n}{2\varepsilon_0}\,
\frac{m}{4\pi^2\hbar^2k}\ln\frac{k+k'}{|k-k'|}\nonumber\\
&=\frac{e^2}{4\pi\varepsilon_0}\frac{\kappa\hbar\omega\,n}{\hbar^2}\sqrt{\frac{m}{2E}}\;\ell,
\quad \ell=\ln\frac{(\sqrt E+\sqrt{E'})^2}{\hbar\omega}.
\end{align}
The last form uses $m/\hbar k=\sqrt{m/2E}$ and $|E-E'|=\hbar\omega$.

At high energy the polar rate falls roughly as $\ln E/\sqrt E$, but the other rates grow as $\sqrt E$. No finite $\Gamma$ bounds them all. One therefore chooses an energy cap, takes $\Gamma$ above the largest total rate below it in either valley, and monitors the electrons. Along a flight $E$ is a convex function of time, because $p_z$ grows linearly and the transverse momentum is fixed. Its maximum lies at an endpoint. If both endpoints of every flight stay below the cap, so does everything between them.

\section{The algorithm}

Symmetry about $z$ means that $p_z$, $p_\perp^2$ and the valley label suffice for each electron. One step is:
\begin{enumerate}
\item Draw $\tau=-\ln r/\Gamma$ with $r$ uniform on $(0,1)$. If the observation time comes first, fly until then and stop.
\item Fly: $\Delta z=(p_z\tau+f\tau^2/2)/m$, then $p_z\to p_z+f\tau$.
\item Evaluate all channel rates $\lambda_j$ at the new energy. Draw a uniform number times $\Gamma$ and compare it with the cumulative sums of $\lambda_j$. Channel $j$ is chosen with probability $\lambda_j/\Gamma$; beyond the last sum the event is a self-scattering.
\item For a real event, set the new valley and energy and draw a direction.
\end{enumerate}

Acoustic and intervalley events have $c$ uniform on $(-1,1)$. For polar events the density is proportional to $1/(a-bc)$, with $a=E+E'$ and $b=2\sqrt{EE'}$. Setting its cumulative distribution equal to $r$ gives
\begin{equation}
r=\frac{\ln[(a+b)/(a-bc)]}{\ln[(a+b)/(a-b)]}
\;\Rightarrow\;
c=\frac{a-(a+b)\left(\frac{a-b}{a+b}\right)^r}{b}.
\end{equation}
With $\cos\alpha=p_z/p$ before the event and a uniform azimuth $\phi$, the new axial momentum is $p'(c\cos\alpha+\sqrt{1-c^2}\sin\alpha\cos\phi)$.

\section{Averages and balances}

In a short time $dt$ a ring occurs with probability $\Gamma\,dt$, whatever the state of the electron. If $A$ is recorded just before every ring, self-scatterings included, the expected sum is $\Gamma\int\langle A\rangle dt$. Thus $\Gamma^{-1}\sum A$ estimates the time integral without bias. Recording real events alone gives $\langle\lambda A\rangle/\langle\lambda\rangle$, which favours states that scatter quickly.

For any function $\Phi$ of momentum and valley, flight and scattering give
\begin{equation}
\frac{d\langle\Phi\rangle}{dt}=f\left\langle\frac{\partial\Phi}{\partial p_z}\right\rangle
+\Big\langle\sum_j\lambda_j\,(\overline{\Phi'_j}-\Phi)\Big\rangle ,\label{rate}
\end{equation}
where $\overline{\Phi'_j}$ is the mean value after channel $j$.

\textbf{Energy.} Take $\Phi=E$ in valley 1 and $E+\Delta$ in valley 2. The derivative is $p_z/m=v_z$. Absorption raises $\Phi$ by $\hbar\omega$ and emission lowers it by $\hbar\omega$, also between valleys. In a steady state
\begin{equation}
f\langle v_z\rangle=\hbar\omega\,\langle\lambda_{\rm em}-\lambda_{\rm abs}\rangle .\label{power}
\end{equation}
The right side is to be computed from the rate formulas along the trajectories. Counting the phonons actually emitted is weaker evidence: work minus counted phonon energy equals the change of stored energy on each trajectory, even if the flight times are wrong.

\textbf{Momentum.} Take $\Phi=p_z$. An isotropic event destroys $p_z$ on average; a polar event leaves $p_z(p'/p)\langle c\rangle$. To find $\langle c\rangle$, write
\begin{equation}
\frac{c}{a-bc}=-\frac1b+\frac ab\,\frac1{a-bc},\qquad
\int_{-1}^1\frac{dc}{a-bc}=\frac{2\ell}{b}.
\end{equation}
The second relation holds because $(a+b)/(a-b)$ is the square of $(\sqrt E+\sqrt{E'})/(\sqrt E-\sqrt{E'})$. Dividing the integral of the first expression by the second gives
\begin{equation}
\langle c\rangle=\frac{-2/b+2a\ell/b^2}{2\ell/b}=\frac ab-\frac1\ell .
\end{equation}
For $E\gg\hbar\omega$, $a/b\to1$ and $\langle c\rangle\approx1-1/\ln(4E/\hbar\omega)$: polar scattering becomes slowly more forward-directed. Since $p'/p=\sqrt{E'/E}$, the steady momentum balance is
\begin{equation}
f=\Big\langle p_z\Big[\lambda-\sum_{\rm polar}\lambda_j
\Big(\frac{E+E'_j}{2E}-\sqrt{\frac{E'_j}{E}}\frac1{\ell_j}\Big)\Big]\Big\rangle .
\end{equation}
It is sensitive to the angles, which the energy balance does not contain explicitly.

\section{Zero field is a special case}

Without a force one expects the Boltzmann ratio of valley populations, $R=(m_2/m_1)^{3/2}e^{-\Delta/k_BT}$. In this model that is not guaranteed. Every event changes the total energy by $0$ or $\pm\hbar\omega$, so its remainder $u$ modulo $\hbar\omega$ is conserved. Each electron explores only the ladder $u+n\hbar\omega$. On that ladder valley $v$ has equilibrium weight
\begin{equation}
W_v(u)=\sum_n m_v^{3/2}\sqrt{E_{vn}}\;e^{-(u+n\hbar\omega)/k_BT},
\end{equation}
with $E_{1n}=u+n\hbar\omega$, $E_{2n}=E_{1n}-\Delta$, and negative energies omitted. A thermal start in valley 1 distributes $u$ as $W_1$, so the final upper fraction is
\begin{equation}
F=\frac{\int_0^{\hbar\omega}W_1\,\dfrac{W_2}{W_1+W_2}\,du}{\int_0^{\hbar\omega}W_1\,du},
\end{equation}
which in general differs from $R/(1+R)$. A field changes $u$ continuously and removes the conservation law. The acoustic energy exchange neglected here would also change $u$, so the strict conservation belongs to the model, not to a real crystal.

\section{Numbers}

The parameters are round model values: masses $0.2$ and $0.6$ electron masses, $\Delta=0.6$ eV, $\hbar\omega=0.09$ eV, $\varepsilon_\infty=5$, $\varepsilon_s=8$, $D_a=8$ eV, $D=400$ eV/nm, $\rho=6000$ kg/m$^3$, $c_l=2.5\times10^{11}$ Pa and $T=300$ K. Thus $k_BT=0.02585$ eV, $N=0.0317$ and $\kappa=1/5-1/8=0.075$. The largest total rate on an energy grid up to a 5 eV cap, raised by one per cent, gives $\Gamma=397.5$ ps$^{-1}$. Errors below are standard errors.

\textbf{The opening flight.} The electron starts in valley 1 at 0.12 eV against a force of 0.02 eV/nm. Numerical integration of Eq.~(\ref{surv}) along the path gives a mean flight of 0.0492 ps. Self-scattering with 40\,000 flights gives $0.0492\pm0.0001$ ps, and with $3\Gamma$ it gives $0.0493\pm0.0001$ ps. Freezing the initial rate would give 0.0168 ps, about a third of the true value. A clock of only 40 ps$^{-1}$ gives 0.0583 ps; the law with $\min(\lambda,\Gamma)$ predicts 0.0586 ps, which is 19\% above the true mean. The sharp threshold belongs to the golden-rule model. The initial rate corresponds to an energy uncertainty $\hbar\lambda=0.039$ eV, more than the 0.03 eV excess over $\hbar\omega$, and in valley 2 $\hbar\lambda$ is about 0.11 eV above 0.2 eV. In a real crystal with such couplings the thresholds would be broadened.

\textbf{Zero field.} Here the offset is reduced to 0.05 eV so that both valleys fill. Then $R=3^{3/2}e^{-0.05/0.02585}=0.751$ and $R/(1+R)=0.429$. If the remainders are drawn from the full Boltzmann distribution but all electrons start in valley 1, one phonon energy higher, the simulated upper fraction becomes $0.423\pm0.006$. A thermal start in valley 1 leads instead to $0.323\pm0.005$, against $F=0.326$. The conserved remainder thus has a large effect.

\textbf{Steady transport.} With $\Delta=0.6$ eV again, 2500 electrons relax for 1.5 ps and are then followed for 2.5 ps. Phonon power is the right side of Eq.~(\ref{power}).
\begin{center}
\begin{tabular}{lccc}
force (eV/nm) & 0.005 & 0.01 & 0.02\\
drift velocity (nm/ps) & 206.9 & 265.9 & 284.6\\
upper fraction & 0.000 & 0.013 & 0.233\\
kinetic energy (eV) & 0.071 & 0.132 & 0.306\\
field power (eV/ps) & 1.034 & 2.659 & 5.692\\
phonon power (eV/ps) & 1.033 & 2.659 & 5.699
\end{tabular}
\end{center}

At the largest force the field power is $0.02\times284.6=5.69$ eV/ps. It differs from the phonon power by $-0.006\pm0.009$ eV/ps, and the error is 0.15\% of the power. The momentum-loss rates are $0.00498\pm0.00002$, $0.01007\pm0.00003$ and $0.02006\pm0.00007$ eV/nm. The middle one lies about two standard errors above the applied force, the others within one.

Doubling the force raises the drift velocity by 29\% and then by 7\%, to $2.85\times10^7$ cm/s. These three points hide a maximum: at 0.014 and 0.016 eV/nm the same model gives about 293 nm/ps, so the velocity is already falling at 0.02 eV/nm and the differential mobility there is negative. The valley averages show why. Between 0.01 and 0.02 eV/nm the mean velocity within valley 1 still rises, from about 268 to 346 nm/ps, but at the larger force 23\% of the electrons are in valley 2, where they drift at only about 77 nm/ps. On the falling side, from 0.016 to 0.02 eV/nm, valley 1 still gains about 19 nm/ps, while the upper fraction grows from 13\% to 23\%. There, transfer to the heavier valley outweighs the gain within valley 1.

At 0.02 eV/nm, 18.6\% of the rings are real. Averaging the kinetic energy over real events alone would give 0.409 eV instead of 0.306 eV. The highest energy reached is 2.59 eV, safely below the cap. Parabolic bands are doubtful so far up; the cap secures the sampling, not the band model.

\textbf{A clock that is too slow.} Now use $\Gamma/4=99.4$ ps$^{-1}$ at the same force. In valley 1 at 0.8 eV the rates in ps$^{-1}$ are 2.8 (acoustic), 2.2 and 68.5 (polar absorption and emission), and 2.7 and 53.2 (intervalley absorption and emission). In this order the first four sum to 76.1 before rounding. Only $99.4-76.1=23.3$ ps$^{-1}$ remains for intervalley emission, less than half of what it needs. Valley 2 suffers more. Its total rate exceeds the clock above about 0.10 eV, against 0.71 eV in valley 1. At 0.8 eV its acoustic and polar rates alone sum to $14.3+3.8+118.7=136.8$ ps$^{-1}$, so the return to valley 1, which comes last in the sum, is never chosen there.

The drift velocity becomes 275.0 nm/ps, only 3\% low, and the energy bookkeeping still closes to rounding error. The phonons counted carry away 5.48 eV/ps, whereas the true rates on the same trajectories require 8.28 eV/ps. About four fifths of the missing power belongs to valley 2. The small change of the drift velocity is a compensation: the upper fraction rises from 23\% to about 48\%, while the velocities within the valleys rise to about 412 and 124 nm/ps. These numbers depend on the order in which the channels are summed. The rate-based balance exposes a fault that the drift velocity almost hides.
